# The Moiré Period of Two Mismatched and Twisted Hexagonal Layers: verification in Python

```python
# Result under test: two hexagonal layers, constants a and a(1+d), twist q, have
# the moire period L = a(1+d)/sqrt(2(1+d)(1-cos q)+d^2).
# L is the period of the local registry (offset between the two layers).
# Lengths in nm, energies in eV, angles in radians unless a name says degrees.
# The independent road builds the atoms and finds the points of perfect overlap.
import numpy as np
from scipy import constants
from scipy.spatial import cKDTree

UNIT_CELL = np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])  # columns: basis


def period(a, d, q):
    return a * (1 + d) / np.sqrt(2 * (1 + d) * (1 - np.cos(q)) + d**2)


def rotation(q):
    return np.array([[np.cos(q), -np.sin(q)], [np.sin(q), np.cos(q)]])


def lattice_sites(cell, radius):
    n = np.arange(-90, 91)
    idx = np.array(np.meshgrid(n, n)).reshape(2, -1)
    r = (cell @ idx).T
    return r[np.hypot(r[:, 0], r[:, 1]) < radius]


def overlap_neighbours(cell1, cell2):
    """Six overlap points nearest to the one at the origin, from atoms alone."""
    sites = lattice_sites(cell1, 16.0)
    other = lattice_sites(cell2, 17.0)
    dist, nearest = cKDTree(other).query(sites)
    offset = other[nearest] - sites
    left = dist < 0.3 * np.linalg.norm(cell1[:, 0])
    centres = []
    while left.any():
        seed = np.argmin(np.where(left, dist, np.inf))
        near = np.linalg.norm(sites - sites[seed], axis=1) < 0.6
        design = np.column_stack([np.ones(near.sum()), sites[near]])
        coef = np.linalg.lstsq(design, offset[near], rcond=None)[0]
        root = np.linalg.solve(coef[1:].T, -coef[0])  # offset vanishes here
        centres.append(root)
        left &= np.linalg.norm(sites - root, axis=1) > 5.0
    centres = np.array(centres)
    length = np.linalg.norm(centres, axis=1)
    order = np.argsort(length)
    assert length[order[0]] < 1e-6
    return centres[order[1:7]]


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


# Rough typical inputs in the regime of graphene on hexagonal boron nitride
a, d, q_deg = 0.246, 0.018, 0.5
q = np.radians(q_deg)
cell1 = a * UNIT_CELL
cell2 = (1 + d) * rotation(q) @ cell1
L = period(a, d, q)

# Atoms against formula, at several twists
twists = [0.0, 0.5, 1.0]
atom_periods = []
for t in twists:
    c2 = (1 + d) * rotation(np.radians(t)) @ cell1
    lengths = np.linalg.norm(overlap_neighbours(cell1, c2), axis=1)
    assert np.allclose(lengths, period(a, d, np.radians(t)), rtol=1e-6)
    atom_periods.append(lengths.mean())

# Direction of the moire lattice, known modulo 60 degrees
phi = np.degrees(np.arctan2(np.sin(q), 1 + d - np.cos(q)))
points = overlap_neighbours(cell1, cell2)
angles = np.degrees(np.arctan2(points[:, 1], points[:, 0]))
assert np.allclose((angles + phi + 30) % 60, 30, atol=1e-4)

# Subtraction of first-star reciprocal vectors, all 36 pairs
g1 = np.linalg.norm(reciprocal(cell1)[:, 0])
g2 = np.linalg.norm(reciprocal(cell2)[:, 0])
star = np.exp(1j * np.pi / 3 * np.arange(6))
for t in [0.5, 10.0, 29.0, 50.0]:
    diff = g1 * star[:, None] - g2 * np.exp(1j * np.radians(t)) * star[None]
    shortest = np.abs(diff).min()
    reduced = (t + 30) % 60 - 30
    assert np.isclose(4 * np.pi / np.sqrt(3) / shortest,
                      period(a, d, np.radians(reduced)), rtol=1e-9)
K = 4 * np.pi / np.sqrt(3) / L
K_direct = np.linalg.norm((reciprocal(cell1) - reciprocal(cell2))[:, 0])
assert np.isclose(K, K_direct, rtol=1e-9)

# Limits and exchange of the two layers
assert np.isclose(period(a, d, 0), a * (1 + d) / d)
assert np.isclose(period(a, 0, q), a / (2 * np.sin(q / 2)), rtol=1e-9)
assert np.isclose(period(a * (1 + d), -d / (1 + d), -q), L, rtol=1e-9)


# Common cell of the atoms by enumeration, in units of a
def common_period(ratio):
    n = np.arange(-75, 76)
    i, j = np.meshgrid(n, n)
    z = i + j * np.exp(1j * np.pi / 3)
    y = z / ratio
    c2 = y.imag / (np.sqrt(3) / 2)
    c1 = y.real - c2 / 2
    hit = (abs(c1 - np.rint(c1)) < 1e-7) & (abs(c2 - np.rint(c2)) < 1e-7)
    hit &= abs(z) > 0.5
    return abs(z[hit]).min()


common_cases = []
for N1, N2, steps in [((28, 15), (27, 15), 1.0),
                      ((42, 20), (41, 19), np.sqrt(3))]:
    w = np.exp(1j * np.pi / 3)
    ratio = (N1[0] + N1[1] * w) / (N2[0] + N2[1] * w)
    dc, qc = abs(ratio) - 1, np.angle(ratio)
    Lc, common = period(1.0, dc, qc), common_period(ratio)
    assert np.isclose(common / Lc, steps, rtol=1e-7)
    common_cases.append((dc, np.degrees(qc), Lc, common))

# Neglected effect 1: uniaxial strain of layer 1 with its Poisson contraction
lam, mu = 350.0, 950.0        # rough two-dimensional Lame constants, eV/nm^2
strain = 0.001
poisson = lam / (lam + 2 * mu)
strained = np.diag([1 + strain, 1 - poisson * strain]) @ cell1
moire = reciprocal(reciprocal(strained) - reciprocal(cell2))
three = np.sort([np.linalg.norm(v) for v in
                 (moire[:, 0], moire[:, 1], moire[:, 0] - moire[:, 1])])
atoms = np.sort(np.linalg.norm(overlap_neighbours(strained, cell2), axis=1))
assert np.allclose(atoms[::2], three, rtol=1e-6)

# Neglected effect 2: differential thermal strain, rough bound
expansion_difference, temperature_step = 2e-6, 1000.0
thermal = expansion_difference * temperature_step
L_thermal = [period(a, d + s * thermal, q) for s in (-1, 1)]

# Neglected effect 3: elastic relaxation of layer 1 on a rigid layer 2
corrugation = 0.020           # rough highest minus lowest stacking, eV per cell
cell_area = np.linalg.det(cell1)
amplitude = corrugation / 4.5 / cell_area  # three cosines span -1.5 to 3


def stiffness(k):
    k2 = np.sum(k * k, axis=-1)[..., None, None]
    return mu * k2 * np.eye(2) + (lam + mu) * k[..., :, None] * k[..., None, :]


def wave_vectors(mean_strain):
    G2 = reciprocal(cell2)
    Kv = reciprocal((1 + mean_strain) * cell1) - G2
    return [np.vstack([v.T, -v.sum(axis=1)]) for v in (G2, Kv)]


def relax(A, mean_strain=0.0, n=27):
    G, Kv = wave_vectors(mean_strain)
    s1, s2 = np.meshgrid(np.arange(n) / n, np.arange(n) / n, indexing="ij")
    phase = 2 * np.pi * np.stack([s1, s2, -s1 - s2], axis=-1)
    m = np.fft.fftfreq(n) * n
    k = m[:, None, None] * Kv[0] + m[None, :, None] * Kv[1]
    D = stiffness(k)
    D[0, 0] = np.eye(2)
    compliance = np.linalg.inv(D)
    compliance[0, 0] = 0
    u = np.zeros((n, n, 2))
    for _ in range(200):
        force = -A * np.sin(phase - u @ G.T) @ G
        fk = np.fft.fft2(force, axes=(0, 1))
        uk = np.einsum("xyij,xyj->xyi", compliance, fk)
        new = np.fft.ifft2(uk, axes=(0, 1)).real
        change = abs(new - u).max()
        u = new
        if change < 1e-14:
            break
    assert change < 1e-12
    force = -A * np.sin(phase - u @ G.T) @ G
    energy = A * np.cos(phase - u @ G.T).sum(axis=-1).mean()
    energy += 0.5 * (force * u).sum(axis=-1).mean()
    grad = np.fft.ifft2(1j * uk[..., :, None] * k[..., None, :],
                        axes=(0, 1)).real
    local = np.linalg.eigvalsh((grad + np.swapaxes(grad, -1, -2)) / 2)
    return energy, np.linalg.norm(u, axis=-1).max(), abs(local).max()


def second_order_energy(A):
    G, Kv = wave_vectors(0.0)
    return -A**2 / 4 * sum(g @ np.linalg.solve(stiffness(k), g)
                           for g, k in zip(G, Kv))


# The second-order law is a weak-potential limit, so it is tested there
weak = amplitude / 100
assert np.isclose(relax(weak)[0], second_order_energy(weak), rtol=0.02)
energy, peak_u, peak_strain = relax(amplitude)
assert energy < 0
h = 1e-4
slope = (relax(amplitude, h)[0] - relax(amplitude, -h)[0]) / (2 * h)
mean_strain = -slope / (4 * (lam + mu))  # balances energy 2(lam+mu)e^2
L_relaxed = period(a * (1 + mean_strain), (1 + d) / (1 + mean_strain) - 1, q)

to_angstrom = constants.nano / constants.angstrom
print(f"layer-1 lattice constant a (rough input): {a:.3f} nm")
print(f"mismatch d (rough input): {d:.3f}")
print(f"twist q (input): {q_deg:.1f} degree")
print(f"layer-2 lattice constant: {a * (1 + d):.6f} nm")
print(f"reciprocal length g1: {g1:.4f} 1/nm")
print(f"reciprocal length g2: {g2:.4f} 1/nm")
print(f"difference length K: {K:.5f} 1/nm")
print(f"twist term 2(1+d)(1-cos q): {2*(1+d)*(1-np.cos(q)):.4e}")
print(f"mismatch term d^2: {d*d:.4e}")
print(f"square root in the denominator: {a*(1+d)/L:.6f}")
print(f"moire period L, formula: {L:.4f} nm = {L*to_angstrom:.2f} angstrom")
print(f"ratio L/a: {L/a:.2f}")
print(f"moire rotation phi (clockwise from layer 1): {phi:.2f} degree")
for t, value in zip(twists, atom_periods):
    print(f"twist {t:.1f} degree: L from atoms {value:.4f} nm, "
          f"formula {period(a, d, np.radians(t)):.4f} nm")
for t in (2.0, 5.0):
    print(f"twist {t:.1f} degree: L formula "
          f"{period(a, d, np.radians(t)):.4f} nm")
print(f"equal layers (d=0), twist 0.5 degree: L {period(a, 0, q):.4f} nm")
for dc, qc, Lc, common in common_cases:
    print(f"common-cell case: d {dc:.5f}, q {qc:.4f} degree")
    print(f"  moire period {Lc:.4f} a, atomic period {common:.4f} a, "
          f"ratio {common/Lc:.4f}")
print(f"uniaxial strain of layer 1 (input): {100*strain:.2f} percent")
print(f"Poisson ratio from Lame constants: {poisson:.3f}")
print("three strained moire lengths: "
      + ", ".join(f"{x:.3f}" for x in three) + " nm")
print(f"expansion difference (rough input): {expansion_difference:.1e} 1/K")
print(f"temperature step (input): {temperature_step:.0f} K")
print(f"differential thermal strain: {100*thermal:.2f} percent")
print(f"L for d lowered / raised by it: {L_thermal[0]:.3f} / "
      f"{L_thermal[1]:.3f} nm")
print(f"Lame constants lambda, mu (rough input): {lam:.0f}, {mu:.0f} eV/nm^2")
print(f"stacking corrugation (rough input): {corrugation:.3f} eV per cell")
print(f"potential amplitude A: {amplitude:.4f} eV/nm^2")
print(f"relaxation energy, full: {energy:.3e} eV/nm^2")
print(f"relaxation energy, second order: "
      f"{second_order_energy(amplitude):.3e} eV/nm^2")
print(f"peak relaxation displacement: {peak_u:.5f} nm")
print(f"peak local strain: {100*peak_strain:.3f} percent")
print(f"mean strain from relaxation: {100*mean_strain:.4f} percent")
print(f"L with this mean strain: {L_relaxed:.3f} nm "
      f"(change {100*(L_relaxed/L-1):.2f} percent)")
print("tests ok")
```

Output:

```
layer-1 lattice constant a (rough input): 0.246 nm
mismatch d (rough input): 0.018
twist q (input): 0.5 degree
layer-2 lattice constant: 0.250428 nm
reciprocal length g1: 29.4927 1/nm
reciprocal length g2: 28.9712 1/nm
difference length K: 0.58053 1/nm
twist term 2(1+d)(1-cos q): 7.7525e-05
mismatch term d^2: 3.2400e-04
square root in the denominator: 0.020038
moire period L, formula: 12.4976 nm = 124.98 angstrom
ratio L/a: 50.80
moire rotation phi (clockwise from layer 1): 25.82 degree
twist 0.0 degree: L from atoms 13.9127 nm, formula 13.9127 nm
twist 0.5 degree: L from atoms 12.4976 nm, formula 12.4976 nm
twist 1.0 degree: L from atoms 9.9450 nm, formula 9.9450 nm
twist 2.0 degree: L formula 6.3318 nm
twist 5.0 degree: L formula 2.7874 nm
equal layers (d=0), twist 0.5 degree: L 28.1896 nm
common-cell case: d 0.02543, q -0.5341 degree
  moire period 37.8021 a, atomic period 37.8021 a, ratio 1.0000
common-cell case: d 0.03193, q 0.3750 degree
  moire period 31.6439 a, atomic period 54.8088 a, ratio 1.7321
uniaxial strain of layer 1 (input): 0.10 percent
Poisson ratio from Lame constants: 0.156
three strained moire lengths: 12.438, 12.736, 13.097 nm
expansion difference (rough input): 2.0e-06 1/K
temperature step (input): 1000 K
differential thermal strain: 0.20 percent
L for d lowered / raised by it: 13.689 / 11.481 nm
Lame constants lambda, mu (rough input): 350, 950 eV/nm^2
stacking corrugation (rough input): 0.020 eV per cell
potential amplitude A: 0.0848 eV/nm^2
relaxation energy, full: -7.443e-03 eV/nm^2
relaxation energy, second order: -7.576e-03 eV/nm^2
peak relaxation displacement: 0.00795 nm
peak local strain: 0.322 percent
mean strain from relaxation: 0.0155 percent
L with this mean strain: 12.587 nm (change 0.71 percent)
tests ok
```
